# Forsén–Hoffman saturation transfer with correction for direct off-resonance saturation

**Q:** You irradiate one NMR line, B, and a different line, A, becomes weaker. Why should that tell you anything about chemical exchange?

**A:** Because a spin keeps its magnetization when its molecule changes site. Let spins jump from A to B with rate constant $k$ and from B to A with $k'$. I assume uncoupled spins, no cross relaxation, and jumps too short for any precession. The longitudinal magnetization $M_{zA}$ then obeys

$$\frac{dM_{zA}}{dt}=R_1(M_{0A}-M_{zA})-kM_{zA}+k'M_{zB}.$$

Here $R_1$ is the longitudinal relaxation rate of A alone, and $M_{0A}$, $M_{0B}$ are the equilibrium values. At equilibrium as many spins leave A as arrive, so $kM_{0A}=k'M_{0B}$. Define the fractions $a=M_{zA}/M_{0A}$ and $b=M_{zB}/M_{0B}$. Dividing by $M_{0A}$ turns the last term into $k'(M_{0B}/M_{0A})\,b=kb$, so

$$\dot a=R_1(1-a)-ka+kb,\qquad \dot b=R_{1B}(1-b)-k'b+k'a .$$

The second equation follows in the same way. With $a=b=1$ both right-hand sides vanish: exchange alone does not disturb equilibrium.

**Q:** Then exchange conserves magnetization. How can it act as a loss for A?

**A:** It conserves the total, but saturation destroys what reaches B. Suppose the field holds $b=0$. Spins leaving A still carry magnetization away, while those arriving bring none:

$$\dot a=R_1-(R_1+k)a .$$

Setting $\dot a=0$ gives the steady fraction

$$s=\frac{R_1}{R_1+k}.$$

Subtracting the steady equation from the time-dependent one gives $d(a-s)/dt=-(R_1+k)(a-s)$. With $a(0)=1$,

$$a(t)=s+(1-s)e^{-(R_1+k)t}.$$

The steady value and the rate $\lambda=R_1+k$ together determine both constants: $R_1=\lambda s$ and $k=\lambda(1-s)$.

**Q:** Does this work for any exchange rate?

**A:** Not equally well. If $k\ll R_1$, then $s\simeq1-k/R_1$, and a small decrease must be measured. If $k\gg R_1$, then $s\simeq R_1/k$, and a small remaining signal must be measured. For known $R_1$, differentiating $k=R_1(1-s)/s$ gives $dk=-R_1\,ds/s^2$, hence

$$\frac{dk}{k}=-\frac{ds}{s(1-s)}.$$

For a fixed absolute error in $s$, the relative error in $k$ is least at $s=1/2$, where $k=R_1$. The lines must also remain separate, which requires $k,k'\ll\Delta$, with $\Delta$ their angular-frequency separation.

**Q:** A real field at B is also felt by A. Surely being off resonance makes that negligible?

**A:** It makes the effect small compared with that on B, but the effect must be compared with $R_1+k$, which is also small. Work in the frame rotating at the irradiation frequency, with the field of amplitude $\omega_1$ along $x$. Let $\delta$ be the line frequency minus the irradiation frequency; choose the sign of the frequency axis so that $\delta=\Delta>0$ for A. Writing $x,y,z$ for the magnetization components of A,

$$\dot x=-R_2'x-\delta y+k'x_B,$$
$$\dot y=\delta x-R_2'y-\omega_1z+k'y_B,$$
$$\dot z=\omega_1y-R_1(z-M_{0A})-kz+k'z_B .$$

Here $R_2'=R_{2A}+k$, because a jump removes transverse magnetization from A just as it removes longitudinal magnetization. For now, omit the transverse magnetization arriving from B. The steady $x$ equation gives $x=-\delta y/R_2'$. Inserting this in the steady $y$ equation,

$$-\left(\frac{\delta^2}{R_2'}+R_2'\right)y=\omega_1z
\quad\Rightarrow\quad
y=-\frac{\omega_1R_2'}{\delta^2+R_2'^2}\,z .$$

The torque term in $\dot z$ is therefore $\omega_1y=-Wz$, with

$$W=\frac{\omega_1^2R_2'}{\Delta^2+R_2'^2}.$$

The steady balance with $b=0$ is $R_1(1-s)-(k+W)s=0$, so

$$s=\frac{R_1}{R_1+k+W}.$$

An analysis that ignores direct saturation uses $R_1(1/s-1)$ and obtains $k+W$ instead of $k$.

**Q:** Then the approach rate must be $R_1+k+W$.

**A:** That does not follow. We eliminated $x$ and $y$ in the steady state, whereas during the approach they change along with $z$. Take the effective field direction $\mathbf n=(\sin\theta,0,\cos\theta)$, with $\tan\theta=\omega_1/\Delta$, and project: $M_n=x\sin\theta+z\cos\theta$. The precession terms contribute

$$y(\omega_1\cos\theta-\Delta\sin\theta)=0,$$

leaving

$$\dot M_n=-R_2'x\sin\theta-(R_1+k)z\cos\theta+R_1M_{0A}\cos\theta .$$

The component perpendicular to $\mathbf n$ precesses rapidly compared with relaxation and exchange, so its contribution averages out. We may then put $x=M_n\sin\theta$ and $z=M_n\cos\theta$:

$$\dot M_n=-\lambda M_n+R_1M_{0A}\cos\theta,$$
$$\lambda=(R_1+k)\cos^2\theta+R_2'\sin^2\theta .$$

Since $R_2'=R_{2A}+k$, this is also $\lambda=R_1+k+(R_{2A}-R_1)\sin^2\theta$. In this approximation the direct field changes the rate by an amount independent of $k$, although $W$ contains $k$. This no longer holds when exchange becomes about as fast as transverse relaxation, because the omitted transverse magnetization arriving from B then matters; at finite field the return of residual longitudinal magnetization from B can then be of similar size.

**Q:** You now have two descriptions of the same steady state. Do they agree?

**A:** Yes, in the regime $R_2'\ll\Delta$. The steady projection is $M_n=R_1M_{0A}\cos\theta/\lambda$. Projecting back on $z$ supplies another $\cos\theta$, so

$$s=\frac{R_1\cos^2\theta}{\lambda},\qquad
\lambda=\cos^2\theta\,(R_1+k+R_2'\tan^2\theta).$$

But $R_2'\tan^2\theta=R_2'\omega_1^2/\Delta^2\simeq W$, which restores the previous $s$. The useful consequence is

$$R_1=\frac{\lambda s}{\cos^2\theta}.$$

Initially $M_n=M_{0A}\cos\theta$, so the slow part of the recorded curve is

$$a(t)=s+(\cos^2\theta-s)e^{-\lambda t}.$$

It extrapolates to $\cos^2\theta$ at $t=0$, not to one. The missing $\sin^2\theta$ belongs to the precessing part, which decays at about $R_2'$ for small $\theta$. The nutation of B, which decays at about $(R_{1B}+R_{2B})/2+k'$, also leaves a small oscillation in $a$ and can outlast it. Starting the fit after both have decayed keeps them from biasing the rate. I also assume that transverse magnetization is removed before $z$ is read out.

**Q:** You still set $b=0$ by decree. How strong must the field be?

**A:** At B the offset is zero. Without arriving transverse magnetization, the steady $y$ equation gives $y_B=-\omega_1z_B/R_{2B}'$, where $R_{2B}'=R_{2B}+k'$. The loss rate is thus $\omega_1^2/R_{2B}'$. With $s_B$ the residual fraction,

$$R_{1B}(1-s_B)-k's_B+k's-\frac{\omega_1^2}{R_{2B}'}s_B=0,$$

$$s_B=\frac{R_{1B}+k's}{R_{1B}+k'+\omega_1^2/R_{2B}'} .$$

The residue must be small compared with the signal of A, $s_B\ll s$. Dividing by $s$ shows that this requires $\omega_1^2\gg R_{2B}'(k'+R_{1B}/s)$. More power improves this but increases $W$ as $\omega_1^2$. The two errors in $k$ have opposite signs and can cancel by accident, but lowering the power is reliable only if $\omega_1$ can be chosen so that both $s_B\ll s$ and $W\ll k$, the latter meaning $\omega_1^2\ll k\Delta^2/R_2'$. For widely separated lines such a window exists; when it does not, or when a stronger field is used, $W$ must be corrected for.

**Q:** Why not repeat the experiment with the field equally far from A on its other side? Direct saturation is the same there, so dividing by that control should remove it.

**A:** The first part is right: $W$ depends on $\delta^2$ and is unchanged. The division does not finish the job. If the control fraction is $c_A$, replacing full equilibrium by the control as reference means using $s/c_A$ in the ideal ratio:

$$k_{\rm ratio}=R_1\left(\frac{c_A}{s}-1\right)=R_1\frac{c_A-s}{s}.$$

In the control, however, B is neither held at zero nor left at equilibrium. Exchange carries the partial saturation of A to B, and the field also acts weakly on B. Hence the B fraction, $c_B$, is below one and must enter the balance.

**Q:** Then write that balance. Can you still omit transverse magnetization passing between the sites?

**A:** Here it is better kept. In the control $\delta_A=-\Delta$ and $\delta_B=-2\Delta$. To leading order the steady $y$ equations give $x_A=\omega_1z_A/\delta_A$ and $x_B=\omega_1z_B/\delta_B$. The steady $x$ equation of A gives

$$y_A=\frac{k'x_B-R_2'x_A}{\delta_A}.$$

Multiplication by $\omega_1$ yields the torque on $z_A$:

$$\omega_1y_A=k'\frac{\omega_1^2}{\delta_A\delta_B}z_B-R_2'\frac{\omega_1^2}{\delta_A^2}z_A .$$

The product $\delta_A\delta_B=2\Delta^2$ is positive, so the arriving transverse magnetization reduces the loss. After division by $M_{0A}$, the first term is $k c_B\omega_1^2/(2\Delta^2)$ and the second is $-Wc_A$ at this order. Adding the ordinary gain $kc_B$,

$$R_1(1-c_A)-(k+W)c_A+kg\,c_B=0,\qquad g=1+\frac{\omega_1^2}{2\Delta^2}.$$

Exchanging the labels gives the B equation:

$$R_{1B}(1-c_B)-(k'+W_B)c_B+k'g\,c_A=0,$$
$$W_B=\frac{\omega_1^2R_{2B}'}{4\Delta^2+R_{2B}'^2}.$$

**Q:** Why is there no factor $g$ when B itself is irradiated?

**A:** On resonance the field along $x$ turns $z_B$ into $y_B$, not into $x_B$. The direct source of $x_B$ is absent. What remains is magnetization that came from A: the steady equation $-R_{2B}'x_B+kx_A=0$ gives $x_B=kx_A/R_{2B}'$. When it returns to A, the torque gains

$$\frac{\omega_1k'x_B}{\Delta}=\varepsilon z_A,\qquad
\varepsilon=\frac{\omega_1^2}{\Delta^2}\frac{kk'}{R_{2B}'} .$$

I neglect $\varepsilon$ in the correction but will check its size. The return of $y_B$ adds $k'y_B$ to the steady $y$ equation of A, which changes the torque by $\omega_1k'y_BR_2'/\Delta^2$. Since $-\omega_1y_B$ is the rate at which the field destroys $z_B$, and this nearly equals the longitudinal supply of B, the term is a loss whose size is that supply times the small factor $R_2'k'/\Delta^2$.

**Q:** There is still an unknown $W$. Do you need $R_{2A}$ to calculate it?

**A:** No. The two experiments eliminate it. Keeping residual B magnetization, the saturation balance is

$$R_1(1-s)-(k+W)s+ks_B=0 .$$

Multiply the control equation for A by $s$, multiply this equation by $c_A$, and subtract. The terms $(k+W)sc_A$ cancel:

$$R_1[s(1-c_A)-c_A(1-s)]+k(gc_Bs-s_Bc_A)=0 .$$

The square bracket is $s-c_A$, so

$$\frac{k}{R_1}=\frac{c_A-s}{gc_Bs-s_Bc_A}.$$

For complete saturation, $s_B=0$. Inserting $R_1=\lambda s/\cos^2\theta$ cancels $s$:

$$k=\frac{\lambda(c_A-s)}{g\,c_B\cos^2\theta}.$$

The inputs are three steady fractions, one approach rate, and the known $\omega_1$ and $\Delta$. When the direct field effect vanishes, $c_A=c_B=g=\cos\theta=1$, and the formula returns to $k=\lambda(1-s)$. The simple control ratio is recovered if $gc_B$ is replaced by one.

**Q:** Show me a case where the difference matters.

**A:** Take round model parameters: $R_1=0.4$, $R_{1B}=0.6$, $R_{2A}=12$, $R_{2B}=15$, $k=0.8$ and $k'=1.6$, all in s$^{-1}$, with $M_{0B}/M_{0A}=0.5$. The lines are 500 Hz apart and the field amplitude is 50 Hz, both as ordinary frequencies. Thus $\omega_1/\Delta=0.1$, and

$$W\simeq0.01\times12.8=0.128\ \mathrm{s^{-1}}.$$

The ideal law predicts $s=0.4/1.2=0.333$ and a rate of 1.200 s$^{-1}$. With direct saturation,

$$s=\frac{0.4}{1.328}=0.3012,$$
$$\lambda=1.2(0.990099)+12.8(0.009901)=1.3149\ \mathrm{s^{-1}}.$$

Solving the full equations for all six magnetization components gives $s=0.3015$ and a fitted rate of 1.3138 s$^{-1}$. The sum $R_1+k+W=1.328$ s$^{-1}$ is about 1% above the fitted rate, so the projection factor is visible.

**Q:** The prediction and the full rate still differ by 0.001 s$^{-1}$. Is that just fitting error?

**A:** The neglected terms account for nearly all of it. The transverse return is $\varepsilon=0.01\times1.28/16.6\simeq0.00077$ s$^{-1}$. In the projection on $\mathbf n$ it enters as $k'x_B\sin\theta=(kk'\sin^2\theta/R_{2B}')M_n$, so it lowers $\lambda$ by $\varepsilon\cos^2\theta\simeq7.63\times10^{-4}$ s$^{-1}$. In addition, the small residual magnetization of B follows A and returns a term $kk'a/D$, where

$$D=R_{1B}+k'+\frac{\omega_1^2}{R_{2B}'}
\simeq2.2+\frac{314.16^2}{16.6}\simeq5948\ \mathrm{s^{-1}} .$$

With the same projection factor this lowers the rate by $\cos^2\theta\times1.28/5948\simeq2.13\times10^{-4}$ s$^{-1}$. Together they give 0.00098 s$^{-1}$, against the observed 0.00102 s$^{-1}$. Both estimates use the steady response of B. For a mode decaying at $\lambda$, $R_{2B}'$ becomes $R_{2B}'-\lambda\simeq15.29$ s$^{-1}$ and $D\simeq6457$ s$^{-1}$; the two terms become $8.29\times10^{-4}$ and $1.96\times10^{-4}$ s$^{-1}$, which sum to $1.025\times10^{-3}$ s$^{-1}$.

**Q:** And what does the control recover?

**A:** The full equations give $c_A=0.8189$ and $c_B=0.8552$. With $g=1.005$,

$$R_1=\frac{1.31383\times0.30149}{0.990099}=0.4001\ \mathrm{s^{-1}},$$

$$k=\frac{1.31383(0.81894-0.30149)}{1.005\times0.85517\times0.990099}
=0.799\ \mathrm{s^{-1}}.$$

This is 0.13% below the input $k$. For the other two estimates I supply the true $R_1$, so that their error comes from the treatment of saturation. No correction gives 0.927 s$^{-1}$, which is 16% too high. The simple control ratio gives 0.687 s$^{-1}$, which is 14% too low. It overcorrects because it assigns B its equilibrium magnetization in the control; the missing factor is $gc_B\simeq0.859$.

**Q:** Perhaps you chose an exchange rate that flatters your formula.

**A:** Here are slower and faster cases with the other relaxation and field parameters unchanged, and $k'=2k$. All entries are in s$^{-1}$.

| Input $k$ | No correction | Control ratio | Full correction |
|---:|---:|---:|---:|
| 0.200 | 0.322 | 0.178 | 0.200 |
| 0.800 | 0.927 | 0.687 | 0.799 |
| 3.000 | 3.134 | 2.506 | 2.987 |

For slow exchange $W$ is comparable with $k$, so omitting the correction is costly: the error is 61% of the input. At $k=3$ s$^{-1}$ that error is about 4%, while the control ratio is 16% low. The full correction is then 0.45% low. Its neglected transverse return has grown to $\varepsilon\simeq0.01\times18/21\simeq0.009$ s$^{-1}$, the same order as the deficit of 0.0135 s$^{-1}$. Incomplete saturation also contributes: in the full equations, the return of residual longitudinal magnetization from the irradiated B lowers the inferred $k$ by about 0.004 s$^{-1}$.

**Q:** So what happens if I reduce the field until B is visibly unsaturated?

**A:** Then $s_B$ must be measured and retained. Keep the original rates, with $k=0.8$ s$^{-1}$, but take a 50 Hz separation and a 5 Hz field. The ratio $\omega_1/\Delta$ is unchanged, while saturation of B is weaker. The full solution gives $s=0.31206$, $s_B=0.01777$, $c_A=0.81916$ and $c_B=0.85533$. Using the known $R_1$,

$$k=\frac{0.4(0.81916-0.31206)}
{1.005(0.85533)(0.31206)-0.01777(0.81916)}
\simeq0.800\ \mathrm{s^{-1}}.$$

Dropping the second term in the denominator gives 0.756 s$^{-1}$, an error of 5.5% relative to the input. A residual B signal below 2% matters because it is compared with $s$, not with one. Here $R_1$ must come from elsewhere: $\lambda s/\cos^2\theta$ assumes complete saturation and gives about 0.408 s$^{-1}$, which would raise the inferred $k$ to about 0.816 s$^{-1}$.

**Q:** When should I refuse to use the correction at all?

**A:** When the lines are not well separated compared with $k$, $k'$, $R_2'$ and $R_{2B}'$, the expansion in transverse components fails. When $\omega_1/\Delta$ is not small, the neglected $\varepsilon$, whose size relative to $k$ is $(\omega_1^2/\Delta^2)k'/R_{2B}'$, may matter. In these cases solve the full exchange equations instead. If spins are coupled or cross-relax, the starting equations themselves are incomplete. A third site that exchanges directly with A also adds a gain term absent here. Finally, the control must lie at the mirror offset from A: otherwise its $W$ differs from that of the saturation experiment, and the subtraction no longer removes it. The numerical output gives the values to more digits and the comparison with the ideal limit.

## Values computed for the example and the checks

```
Input R1A, R1B = 0.4, 0.6 1/s
Input R2A, R2B = 12.0, 15.0 1/s
Input k (A to B), k' (B to A) = 0.8, 1.6 1/s
Input M0B/M0A = 0.5
Line distance = 500 Hz = 3141.59 rad/s
Field amplitude = 50 Hz = 314.16 rad/s
Ideal s: formula 0.33333, full 0.33336
Ideal rate: formula 1.20000, full 1.19996 1/s
  (full ideal case: distance 100 kHz, field 100 Hz)
R2A + k = 12.800 1/s, W = 0.12800 1/s
cos^2 theta = 0.990099, sin^2 theta = 0.009901
R1 + k + W = 1.32800 1/s
s with direct saturation: formula 0.30121, full 0.30149
Rate: formula 1.31485, full 1.31383 1/s
Residual B fraction: formula 1.820e-04, full 1.814e-04
a(t = 0.5 s): formula 0.65818, full 0.65854
a(t = 1.0 s): formula 0.48618, full 0.48660
a(t = 2.0 s): formula 0.35087, full 0.35125
Control W of B = 0.04150 1/s, g = 1.00500
Control cA: balance 0.81894, full 0.81894
Control cB: balance 0.85517, full 0.85517
Control cA from balance with g = 1: 0.81134
Recovered R1A = 0.40006 1/s
Recovered k = 0.79894 1/s
k without correction = 0.92675 1/s
k by common correction = 0.68653 1/s
Neglected transverse return = 7.63e-04 1/s
k input | uncorrected | common | corrected (1/s)
  0.2000 | 0.3219 | 0.1784 | 0.1999
  0.8000 | 0.9267 | 0.6865 | 0.7989
  3.0000 | 3.1343 | 2.5063 | 2.9865
Weak field: distance 50 Hz, amplitude 5 Hz
  s = 0.31206, residual B = 0.01777
  cA = 0.81916, cB = 0.85533
  k with residual B term = 0.79957 1/s
  k without residual B term = 0.75618 1/s
```
